Choosing axes and shear convention for elastic constants: the Bond transformation

A copper film on a silicon wafer is cooled by 60 K and held at an elastic in-plane strain of 0.0852 %. If its grains have a (001) plane parallel to the wafer, the stress is 98 MPa. If they have a (111) plane there, it is 221 MPa. The elastic constants are the same; the axes have turned. If the constants are turned with the matrix meant for strains, the (111) film comes out at 81 MPa, below the (001) film, and nothing in that number looks wrong.

Electronic-structure programs that compute elastic constants print a 6×6 matrix in some Cartesian frame, and may offer a choice of that frame. The choice is harmless if the rotation respects the way shear strain is stored. This guide derives the rotation, applies it to the film, and draws from it what to check.

**What the 6×6 matrix contains**

The Voigt order used here is 11, 22, 33, 23, 13, 12, numbered 1 to 6. A capital index I stands for a pair (ij). Stress is stored as it is, σ_I = σ_ij. Strain is stored with engineering shears: if e_ij are the tensor components, then

ε_I = w_I e_ij, w = (1, 1, 1, 2, 2, 2).

Let W be the diagonal matrix with entries w_I. The factor 2 has a purpose. In the sum σ_ij e_ij over all i and j, each shear pair occurs twice, so

σ_ij e_ij = Σ_I w_I σ_I e_I = Σ_I σ_I ε_I,

and work is a plain product of six-component columns. Hooke's law, σ_ij = C_ijkl e_kl, becomes

σ_I = Σ_J C_ijkl w_J e_J = Σ_J C_ijkl ε_J.

Hence C_IJ = C_ijkl without any factor. For the compliance S, the inverse of C, start from e_ij = S_ijkl σ_kl. The double sum gives w_J, and storing the left side as ε_I gives w_I:

S_IJ = w_I w_J S_ijkl.

The convention also matters when the constants are computed. Suppose a cell is given the symmetric strain e_23 = e_32 = δ. Its engineering shear is 2δ. In a cubic crystal the energy density is ½C44(2δ)² = 2C44δ², and the stress is σ_23 = 2C44δ. Reading δ as the engineering shear gives 4C44 from the energy curvature and 2C44 from the stress slope.

**Rotating stress and strain**

Let e'_i be the new axes and e_p the old ones, both orthonormal. Define

a_ip = e'_i · e_p,

so that the rows of a are the new axes written in old components. The crystal stays where it is and the description changes. Stress obeys

σ'_ij = Σ_pq a_ip a_jq σ_pq.

For p ≠ q the terms (pq) and (qp) multiply the same stored number, and their coefficients add to a_ip a_jq + a_iq a_jp. For p = q there is one term. Both cases are covered by

P_IJ = ½(a_ip a_jq + a_iq a_jp), I = (ij), J = (pq),
σ' = Mσ, M = PW.

For a shear column, W cancels the ½; for a normal column, the two halves add to one term.

The tensor strain e follows the same law, e' = Me. Since ε = We,

ε' = We' = WMe = WMW⁻¹ε = WPWW⁻¹ε = WPε.

Strain therefore rotates with another matrix,

ε' = Nε, N = WP.

The two differ in the blocks that join normal and shear components. For example,

M_14 = 2a_12 a_13, N_14 = a_12 a_13,
M_41 = a_21 a_31, N_41 = 2a_21 a_31.

The inverse needs no numerical inversion. Turning back uses aᵀ, so M(a)⁻¹ = M(aᵀ). From the definition,

P_IJ(aᵀ) = ½(a_pi a_qj + a_qi a_pj) = P_JI(a),

that is, P(aᵀ) = Pᵀ. Therefore

M⁻¹ = PᵀW = (WP)ᵀ = Nᵀ, or NᵀM = 1.

This is the invariance of work in matrix form: ε'ᵀσ' = εᵀNᵀMσ = εᵀσ.

**Rotating the elastic constants**

Insert the two laws into σ = Cε. From NᵀM = 1, transposed, MᵀN = 1, so N⁻¹ = Mᵀ and

σ' = Mσ = MCε = MCN⁻¹ε' = MCMᵀε'.

The rotated stiffness is

C' = MCMᵀ.

For the compliance, ε' = NSσ = NSM⁻¹σ' = NSNᵀσ', so S' = NSNᵀ.

The fourth-rank law gives the same result. Start from

C'_ijkl = Σ_pqrs a_ip a_jq a_kr a_ls C_pqrs.

C_pqrs does not change when p and q are exchanged. Grouping the pair (pq) into K turns the factor a_ip a_jq into w_K P_IK = M_IK, as it did for stress. Grouping (rs) into L gives M_JL. The sum becomes Σ_KL M_IK C_KL M_JL, which is MCMᵀ. The steps use the symmetry within each index pair and no crystal symmetry, so the formula holds for triclinic crystals. The rotation may be large; it is the strain that must be small for Hooke's law.

This equality was tested on 200 random triclinic stiffness matrices with random rotations, by contracting all four indices explicitly. The largest difference was 1.1×10⁻¹³ GPa for the stiffness and 1.0×10⁻¹⁷ GPa⁻¹ for the compliance, which is rounding error.

Thermal expansion is a strain and is stored with engineering shears, so α' = Nα. The product Cα, the stress built up per kelvin of cooling at fixed shape, is a stress: C'α' = MCMᵀNα = MCα.

**Cubic crystals by hand**

A cubic crystal has three constants. In its own axes the tensor can be written

C_pqrs = C12 δ_pq δ_rs + C44(δ_pr δ_qs + δ_ps δ_qr) + H Σ_m δ_mp δ_mq δ_mr δ_ms,
H = C11 − C12 − 2C44.

The component 1111 gives C12 + 2C44 + H = C11, 1122 gives C12, and 2323 gives C44. On rotation the Kronecker symbols keep their form because aaᵀ = 1. The last term becomes

H Σ_m a_im a_jm a_km a_lm.

All dependence on orientation sits in this term, and H = 0 is the isotropic case.

Take first a turn by θ about the third crystal axis, with new axes (cos θ, sin θ, 0) and (−sin θ, cos θ, 0). Since cos⁴θ + sin⁴θ = 1 − ½sin²2θ and 2cos²θ sin²θ = ½sin²2θ,

C'11 = C11 − ½H sin²2θ,
C'12 = C12 + ½H sin²2θ,
C'66 = C44 + ½H sin²2θ.

The sum C'11 + C'12 does not depend on θ, although each part does.

For a film with a (111) surface, choose

e'_1 = (1, −1, 0)/√2, e'_2 = (1, 1, −2)/√6, e'_3 = (1, 1, 1)/√3.

The sums over m that are needed are

1111: ¼ + ¼ = ½
2222: (1 + 1 + 16)/36 = ½
3333: 3 × 1/9 = ⅓
1122: 2 × ½ × 1/6 = 1/6
1133 and 2233: ⅓, because a_3m² = ⅓ for every m
2323 and 1313: ⅓, for the same reason
1212: 1/6, the same sum as 1122
1123 and 1312: 2 × ½ × 1/√18 = 1/(3√2)
2223: (1 + 1 − 8)/(6√18) = −1/(3√2)
3323: ⅓ Σ_m a_2m a_3m = 0.

Sums with an odd number of indices 1 vanish: exchanging the first two crystal axes reverses e'_1 and leaves e'_2 and e'_3 alone. Thus

C'11 = C'22 = C12 + 2C44 + H/2, C'33 = C12 + 2C44 + H/3,
C'12 = C12 + H/6, C'13 = C'23 = C12 + H/3,
C'44 = C'55 = C44 + H/3, C'66 = C44 + H/6,
C'14 = C'56 = −C'24 = H/(3√2).

For copper, the rough values C11 = 168, C12 = 121 and C44 = 75 GPa give H = −103 GPa. Then C'33 = 121 + 150 − 103/3 = 236.67 GPa, and C'14 = −24.28 GPa.

The Bond matrix gives the same C'33 by another route. The third row of M is (⅓, ⅓, ⅓, ⅔, ⅔, ⅔), so

C'33 = (3C11 + 6C12)/9 + 3 × (4/9)C44 = (C11 + 2C12 + 4C44)/3 = 710/3 GPa.

The third row of N has ⅓ in all six places, and would count C44 with a quarter of its weight. The full matrices are in the numerical output. The Bond result for copper differs from the direct tensor rotation by at most 2.8×10⁻¹⁴ GPa.

**From the rotated matrix to film stress**

The film is thin, its upper surface is free, and the wafer imposes equal in-plane strains ε1 = ε2 = ε with ε6 = 0. The free surface requires σ3 = σ4 = σ5 = 0. In both orientations these conditions are met with ε4 = ε5 = 0: for (001) no entry couples normal strain to shear, and for (111) the coupling to σ4 is C'14 + C'24 = 0 from the in-plane strains and C'34 = 0 from the thickness strain. What remains is

0 = 2C'13 ε + C'33 ε3, hence ε3 = −2(C'13/C'33)ε,
σ1 = (C'11 + C'12)ε + C'13 ε3 = Bε,
B = C'11 + C'12 − 2C'13²/C'33.

B is the biaxial modulus. For (001) the constants are unrotated:

B001 = C11 + C12 − 2C12²/C11 = 289 − 2 × 121²/168 = 114.7 GPa.

For (111), put q = C12 + H/3. Then C'13 = q, C'33 = q + 2C44 and C'11 + C'12 = 2q + 2C44, so

B111 = [2(q + C44)(q + 2C44) − 2q²]/(q + 2C44)
= 2C44(3q + 2C44)/(q + 2C44).

With X = C11 + 2C12, the definition of H gives 3q = X − 2C44. The bracket in the numerator is then X and the denominator is (X + 4C44)/3:

B111 = 6C44 X/(X + 4C44) = 6 × 75 × 410/710 = 259.9 GPa.

Both moduli were also tested without a Voigt rotation, by solving the free-surface condition with the stiffness tensor in crystal axes; the results agree.

To see what sets the difference, factor B001 = (C11 − C12)X/C11. Use 2C44 = C11 − C12 − H, which also gives X + 4C44 = 3C11 − 2H. Then

B111 − B001 = X[3C11(C11 − C12 − H) − (C11 − C12)(3C11 − 2H)]/[C11(X + 4C44)]
= −H X[3C11 − 2(C11 − C12)]/[C11(X + 4C44)]
= −H X²/[C11(X + 4C44)].

In a stable crystal X, C11 and C44 are positive, so negative H makes the (111) film the stiffer one. The difference vanishes when H = 0.

Copper contracts more than silicon on cooling, and the wafer holds it stretched. With rough expansion coefficients of 17.0 and 2.8 ppm/K, taken as means over the interval,

ε = (17.0 − 2.8)×10⁻⁶ × 60 = 8.52×10⁻⁴.

The film was free of stress before cooling, so the tensile stresses at 300 K are 114.7 GPa × ε = 97.7 MPa and 259.9 GPa × ε = 221.4 MPa. Their ratio is 2.27.

Grains turned about the film normal carry the same stress. The strain, equal in the plane with no out-of-plane shear, and the stress, equal in the plane and zero across it, both keep their components under such a turn. In an ideal texture of one kind, neighbouring grains also share the same ε3 and therefore fit together.

**What the wrong matrix does**

Two incorrect recipes are NCNᵀ, which treats stiffness like compliance, and MCM⁻¹, which assumes that strain rotates like stress. Their effect on the (111) film can be traced. Written with P, the correct form is PWCWPᵀ, and the others are

NCNᵀ = WPCPᵀW, MCM⁻¹ = PWCPᵀW.

In the block joining normal stresses to normal strains, the outer W contributes 1. A W next to C contributes 2 for each shear index. The cubic constant C44 therefore enters with weight 4 in the correct form, 1 in the first wrong form and 2 in the second. That block is the correct one for a crystal with C44/4 or C44/2. The block giving shear stress from normal strain is changed in the same way, with a further factor 2 in the first case, and still gives no shear stress. So B111 applies with the reduced constant:

NCNᵀ: 6 × (75/4) × 410/(410 + 75) = 95.1 GPa, or 81.0 MPa
MCM⁻¹: 6 × (75/2) × 410/(410 + 150) = 164.7 GPa, or 140.4 MPa.

The first reverses the order of the two textures. The second keeps the order and loses more than a third of the stress.

**How to check a rotated matrix**

An isotropic matrix is a sharp check on the shear factors. It can be written C = C12 uuᵀ + 2C44W⁻¹ with u = (1, 1, 1, 0, 0, 0)ᵀ. Equal pressure on all axes is unaffected by rotation, so Mu = u. Also

MW⁻¹Mᵀ = PWPᵀ = (PW)(PᵀW)W⁻¹ = MM⁻¹W⁻¹ = W⁻¹.

The correct recipe leaves C unchanged. With C12 = 121 GPa, C44 = 75 GPa and the (111) axes, NCNᵀ changes an entry by up to 150 GPa, and MCM⁻¹ by up to 50 GPa.

A quarter turn about a coordinate axis is no such check. Each new axis then lies along plus or minus an old one, normal components go to normal ones and shears to shears. M and N are the same signed permutation matrix, with M⁻¹ = Mᵀ, and all three recipes agree.

The isotropic matrix cannot reveal the use of aᵀ for a, since that too is a valid rotation, though of the wrong sense. For copper and the (111) axes this error reaches 30 GPa in one entry. To exclude it, first apply a to the intended film normal in crystal components: a(1, 1, 1)ᵀ/√3 must give (0, 0, 1)ᵀ. This tests a itself. A routine may still use it in the opposite sense, so look also at the rotated copper matrix: C'33 must be 236.7 GPa, whereas aᵀ gives 213.8 GPa.

Neither test sees a wrong order of the shear components in the input. The isotropic matrix, and a cubic one in its own axes, have three equal shear constants and do not change when these are permuted. That error shows only with a matrix whose C44, C55 and C66 differ, compared with the rotation of the full tensor.

**Choosing the setting**

1. Find the Cartesian frame in which the matrix was computed. It often follows from how the lattice vectors were entered, but some programs turn the cell into a frame of their own. It need not follow the conventional crystal axes.
2. Find the order of the shear components. If it differs from 23, 13, 12, reorder rows and columns before using M.
3. Find the shear convention. Some work is done with √2 on the shears of both stress and strain. The stiffness is then W^½CW^½, whose shear block is twice the Voigt one, and the rotation matrix is W^½PW^½, which is orthogonal. Convert or rotate in that convention, but do not mix the two.
4. For a film, put the third new axis along the surface normal. For equal in-plane strain in a (001) or (111) film, the other two may be chosen freely.
5. Rotate stiffness with M on both sides, compliance and expansion with N. Keep the full matrix: for (111) axes it has C'14 although the crystal is cubic.

**How far the film numbers can be trusted**

The rotation adds no physical approximation; the film model does. The condition most likely to fail is elasticity itself. Against a rough flow stress of 300 MPa for a thin copper film, the (111) stress stands at 0.74, so a tensile stress of about 80 MPa left from processing would bring the film to yield. Real textures are also mixed. If every grain has the same in-plane strain, a 10 % area share of (001) grains lowers the mean stress of a (111) film by 0.10 × (1 − 114.7/259.9) = 5.6 %. A texture tilt of 5°, averaged over tilt directions under the same assumption, lowers it by 1.1 %.

If the constants come from sound waves they are adiabatic, while slow cooling needs isothermal ones. At fixed entropy a volume strain changes the temperature by dT = −Tβ tr(e)/c, with β = Xα, X taken at its isothermal value, and c the heat capacity per volume at fixed strain. The extra stress −β dT raises C11 and C12 by

Tβ²/c = 300 × (410×10⁹ × 17×10⁻⁶)²/(3.4×10⁶) Pa = 4.3 GPa

for a rough c of 3.4 MJ/(m³ K), with the adiabatic X = 410 GPa inserted as a first estimate. The isothermal X is smaller by three times the shift, and using it gives 4.0 GPa. Either way, removing the shift lowers the (111) stress by 1.3 %. The stress at 300 K needs the constants at 300 K. With softening by a rough 3×10⁻⁴ per kelvin, constants taken at the upper temperature would make it 1.8 % too low. Constants from a static-lattice electronic-structure calculation belong near 0 K. For copper the rough low-temperature values 176, 125 and 82 GPa give moduli 7 to 8 % above those used here, apart from any error of the method itself. Nonlinear elasticity, taken roughly as ten times the strain, amounts to 0.9 %.

The wafer also deforms elastically a little. Let B_s and t_s be its biaxial modulus and thickness, and B_f and t_f those of the film. For a (001) wafer with the rough silicon constants C11 = 166 and C12 = 64 GPa, the formula for B001 gives B_s = 180.7 GPa. A film force F per width compresses the wafer surface by F/(B_s t_s) and, through the bending moment F t_s/2, by a further 3F/(B_s t_s). With F = B_f ε t_f, the share of the misfit relieved is

4B_f t_f/(B_s t_s) = 4 × 259.9 × 1/(180.7 × 775) = 0.74 %

for a 1 µm film on a 775 µm wafer. A force and moment balance of the two layers gives the same figure to two digits.

The expansion difference matters more than most of these: an error of 1 ppm/K in it moves both stresses by 1/14.2, or 7 %. In narrow copper lines the side walls are also held, the free-surface condition used for B fails, and the rotated matrix must go into a full stress calculation.

Computed values

```
random triclinic trials: 200
largest difference, stiffness: 1.1e-13 GPa
largest difference, compliance: 1.0e-17 1/GPa
copper C11, C12, C44 (rough): 168, 121, 75 GPa
copper anisotropy H: -103 GPa
stress matrix M for (111) axes, no unit:
   0.5000    0.5000    0.0000    0.0000    0.0000   -1.0000
   0.1667    0.1667    0.6667   -0.6667   -0.6667    0.3333
   0.3333    0.3333    0.3333    0.6667    0.6667    0.6667
   0.2357    0.2357   -0.4714   -0.2357   -0.2357    0.4714
   0.4082   -0.4082    0.0000   -0.4082    0.4082    0.0000
   0.2887   -0.2887    0.0000    0.5774   -0.5774    0.0000
strain matrix N for (111) axes, no unit:
   0.5000    0.5000    0.0000    0.0000    0.0000   -0.5000
   0.1667    0.1667    0.6667   -0.3333   -0.3333    0.1667
   0.3333    0.3333    0.3333    0.3333    0.3333    0.3333
   0.4714    0.4714   -0.9428   -0.2357   -0.2357    0.4714
   0.8165   -0.8165    0.0000   -0.4082    0.4082    0.0000
   0.5774   -0.5774    0.0000    0.5774   -0.5774    0.0000
rotated copper stiffness, GPa:
   219.50    103.83     86.67    -24.28      0.00      0.00
   103.83    219.50     86.67     24.28      0.00      0.00
    86.67     86.67    236.67      0.00      0.00      0.00
   -24.28     24.28      0.00     40.67      0.00      0.00
     0.00      0.00      0.00      0.00     40.67    -24.28
     0.00      0.00      0.00      0.00    -24.28     57.83
copper, Bond minus direct tensor: 2.8e-14 GPa
isotropic test, error of N C N^T: 150.0 GPa
isotropic test, error of M C M^-1: 50.0 GPa
copper, largest error from a^T for a: 30.0 GPa
expansion copper, silicon (rough): 17.0, 2.8 ppm/K
cooling: 60 K, to 300 K
elastic in-plane film strain: 0.0852 %
biaxial modulus (001), (111): 114.7, 259.9 GPa
film stress (001), (111): 97.7, 221.4 MPa
stress ratio (111)/(001): 2.27
(111) modulus, stress by N C N^T: 95.1 GPa, 81.0 MPa
(111) modulus, stress by M C M^-1: 164.7 GPa, 140.4 MPa
(111) stress / rough flow stress 300 MPa: 0.74
10 % of (001) grains lower mean stress by: 5.6 %
5 degree texture tilt changes stress by: -1.11 %
heat capacity (rough): 3.4 MJ/(m^3 K)
adiabatic minus isothermal C11 and C12: 4.29 GPa
isothermal constants change (111) stress by: -1.35 %
softening 3e-04 1/K (rough) over the cooling: 1.8 %
nonlinear elasticity, rough factor 10 x strain: 0.85 %
film, wafer thickness: 1, 775 um
silicon C11, C12 (rough), (001) modulus: 166, 64, 180.7 GPa
stress relief by wafer, estimate, balance: 0.742, 0.738 %
```
